# Inferring an oxide-trap depth profile from a noise exponent: a numerical check

```python
# Result under test: traps with relaxation time tau = tau0*exp(x/lam) and density
# N(x) = N0*exp(x/L) give a noise spectrum S ~ f**(-gamma), gamma = 1 + lam/L.
# The absolute density follows from
#   N(x_f) = cos(pi*a/2) * f*S*A*Cox^2/(q^2*kT*lam),  a = lam/L,
# where x_f is the depth at which 2*pi*f*tau = 1.
# x: depth from channel (nm); lam: attenuation length of tunnelling probability;
# S: one-sided flat-band voltage noise (V^2/Hz); A: gate area; Cox: capacitance/area;
# N: trap density per volume and per eV. Device values are rough typical ones.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, trapezoid
from scipy.linalg import expm, eigh_tridiagonal
from scipy.optimize import brentq

q = const.e
gamma, lam, tau0 = 1.2, 0.1, 1e-10
temperature, t_ox, eps_r = 300.0, 10.0, 3.9
area_um2, f_ref, S_ref = 100.0, 100.0, 5e-14
f_low, f_high = 1.0, 1e4
field = 0.1                       # V/nm, equal to 1 MV/cm
barrier, mass_ratio = 3.1, 0.42   # eV, electron masses
kT = const.k * temperature / q    # eV
Cox = eps_r * const.epsilon_0 / (t_ox * 1e-9)
area = area_um2 * 1e-12

L = lam / (gamma - 1)
a = lam / L


def depth(f):
    return -lam * np.log(2 * np.pi * f * tau0)


x_ref, x_shallow, x_deep = depth(f_ref), depth(f_high), depth(f_low)
N_uniform = f_ref * S_ref * area * Cox**2 / (q**2 * kT * lam * 1e-9)  # m^-3 eV^-1
N_ref = np.cos(np.pi * a / 2) * N_uniform


def density(x):
    return N_ref * np.exp((x - x_ref) / L)


# Single trap: spectrum from the two-state master equation
for p in (0.3, 0.8):
    rates = np.array([[-p, 1 - p], [p, -(1 - p)]])   # time in units of tau
    dt, steps = 0.01, 4001
    propagator = expm(rates * dt)
    state, occupied = np.array([0.0, 1.0]), []
    for _ in range(steps):
        occupied.append(state[1])
        state = propagator @ state
    times = dt * np.arange(steps)
    covariance = p * (np.array(occupied) - p)
    for w in (0.4, 1.7):
        direct = 4 * simpson(covariance * np.cos(w * times), x=times)
        assert abs(direct / (4 * p * (1 - p) / (1 + w**2)) - 1) < 1e-4

# Occupation noise integrated over energy, and its part above a band edge


def occupation_noise(E):
    return 0.25 / np.cosh(E / (2 * kT))**2


full = quad(occupation_noise, -30 * kT, 30 * kT, points=[0])[0]
assert abs(full / kT - 1) < 1e-7
for edge in (-0.03, 0.0, 0.04):
    part = quad(occupation_noise, edge, edge + 30 * kT)[0]
    assert abs(part / kT - 1 / (1 + np.exp(edge / kT))) < 1e-7
edge_fraction = quad(occupation_noise, 0, 30 * kT)[0] / kT

# Direct depth integral of the trap spectra, scaled so a uniform density returns itself
x_grid = np.linspace(0, t_ox, 10001)
tau_grid = tau0 * np.exp(x_grid / lam)


def scaled_noise(f, profile):
    f = np.atleast_1d(f)
    result = []
    for value in f:
        lorentz = 4 * value * tau_grid / (1 + (2 * np.pi * value * tau_grid)**2)
        result.append(trapezoid(profile * lorentz, x_grid) / lam)
    return np.array(result)


freqs = np.logspace(np.log10(f_low), np.log10(f_high), 9)


def exponent(profile):
    spectrum = scaled_noise(freqs, profile) / freqs
    return -np.polyfit(np.log(freqs), np.log(spectrum), 1)[0]


assert np.allclose(scaled_noise(freqs, np.ones_like(x_grid)), 1, atol=1e-4)
gamma_direct = exponent(density(x_grid))
assert abs(gamma_direct - gamma) < 1e-4
L_root = brentq(lambda trial: exponent(np.exp(x_grid / trial)) - gamma, 0.2, 5)
assert abs(L_root / L - 1) < 1e-3
S_direct = (q**2 * kT * lam * 1e-9 / (area * Cox**2 * f_ref)
            * scaled_noise(f_ref, density(x_grid))[0])
assert abs(S_direct / S_ref - 1) < 1e-4
# Falling profile must give an exponent below one
assert abs(exponent(np.exp(-x_grid / L)) - (1 - a)) < 1e-3

# Centre of the depth region seen at one frequency
lorentz_ref = tau_grid / (1 + (2 * np.pi * f_ref * tau_grid)**2)
weight = density(x_grid) * lorentz_ref
centroid = trapezoid(weight * x_grid, x_grid) / trapezoid(weight, x_grid)
centroid_formula = x_ref + lam * np.pi / 2 * np.tan(np.pi * a / 2)
assert abs(centroid - centroid_formula) < 1e-4

# Depth resolution: ripple on the exponential profile
period, ripple = 0.3, 0.5
k = 2 * np.pi / period
gain = np.cos(np.pi * a / 2) / np.cos(np.pi * (a + 1j * k * lam) / 2)
f_test = np.logspace(1, 3, 21)
rippled = density(x_grid) * (1 + ripple * np.cos(k * x_grid))
relative = scaled_noise(f_test, rippled) / scaled_noise(f_test, density(x_grid)) - 1
expected = ripple * np.real(gain * np.exp(1j * k * depth(f_test)))
assert np.max(np.abs(relative - expected)) < 1e-4

# Noise from traps farther than a guard distance beyond the nominal depth
guard = 0.5
u = guard / lam


def kernel(s):
    return np.exp(a * s) / np.cosh(s)


total = quad(kernel, -40, 40, points=[0])[0]
assert abs(total / (np.pi / np.cos(np.pi * a / 2)) - 1) < 1e-7
deep_tail = quad(kernel, u, 40)[0] / total
shallow_tail = quad(kernel, -40, -u)[0] / total
prefactor = 2 * np.cos(np.pi * a / 2) / np.pi
assert abs(deep_tail / (prefactor * np.exp(-(1 - a) * u) / (1 - a)) - 1) < 1e-3
assert abs(shallow_tail / (prefactor * np.exp(-(1 + a) * u) / (1 + a)) - 1) < 1e-3

# Image charge: unit sheet charge between two grounded plates, finite differences
nodes = 100
laplace = (2 * np.eye(nodes - 1) - np.eye(nodes - 1, k=1)
           - np.eye(nodes - 1, k=-1)) * nodes
for j in (12, 21, 60):
    source = np.zeros(nodes - 1)
    source[j - 1] = 1
    potential = np.linalg.solve(laplace, source)
    assert abs(potential[0] * nodes - (1 - j / nodes)) < 1e-9
gamma_image = exponent(density(x_grid) * (1 - x_grid / t_ox)**2)
image_slope = 2 / (t_ox - centroid)
assert abs(gamma_image - (gamma - lam * image_slope)) < 1e-3
L_image = 1 / (1 / L + image_slope)
# The corrected length must restore the observed exponent
restored = exponent(np.exp(x_grid / L_image) * (1 - x_grid / t_ox)**2)
assert abs(restored - gamma) < 2e-3

# Attenuation length from barrier height, tested on a bound state leaking out
kinetic = const.hbar**2 / (2 * mass_ratio * const.m_e) / q * 1e18   # eV nm^2


def attenuation(height):
    return 0.5 * np.sqrt(kinetic / height)


h = 0.001
y = np.arange(-1 + h, 2, h)
for test_field, tolerance in ((0.0, 0.003), (0.5, 0.015)):
    V = np.where(y < 0, 0.0, 3.7 - test_field * y)
    energy, wave = eigh_tridiagonal(2 * kinetic / h**2 + V,
                                    np.full(len(y) - 1, -kinetic / h**2),
                                    select='i', select_range=(0, 0))
    i = np.argmin(np.abs(y - 0.8))
    log_prob = np.log(wave[:, 0]**2 + 1e-300)
    slope = (log_prob[i + 20] - log_prob[i - 20]) / (40 * h)
    local_height = 3.7 - test_field * y[i] - energy[0]
    assert abs(-slope * attenuation(local_height) - 1) < tolerance
lam_barrier = attenuation(barrier)
lam_field_change = attenuation(barrier - field * x_deep) / lam_barrier - 1

# Energy-graded but depth-uniform traps in a tilted oxide imitate the same exponent
E_mimic = field * L
E_grid = np.linspace(-20 * kT, 20 * kT, 401)
graded = np.array([np.exp((E + field * x_grid) / E_mimic) * occupation_noise(E)
                   for E in E_grid])
assert abs(exponent(trapezoid(graded, E_grid, axis=0)) - gamma) < 1e-3

# Individual traps placed at random in depth and energy
rng = np.random.default_rng(7)
x_max, E_half = 3.0, 8 * kT


def random_devices(gate_area, devices):
    growth = np.exp(x_max / L) - 1
    mean_count = density(0.0) * L * 1e-9 * growth * 2 * E_half * gate_area
    spectra = []
    for _ in range(devices):
        count = rng.poisson(mean_count)
        x = L * np.log(1 + growth * rng.random(count))
        E = E_half * (2 * rng.random(count) - 1)
        tau, pp = tau0 * np.exp(x / lam), occupation_noise(E)
        spectra.append([np.sum(4 * pp * tau / (1 + (2 * np.pi * f * tau)**2))
                        for f in freqs])
    spectra = np.array(spectra) * (q / (gate_area * Cox))**2
    slopes = -np.polyfit(np.log(freqs), np.log(spectra).T, 1)[0]
    return spectra.mean(axis=0), slopes


mean_S, slopes_large = random_devices(area, 150)
middle = len(freqs) // 2
assert abs(freqs[middle] / f_ref - 1) < 1e-9
assert abs(mean_S[middle] / S_ref - 1) < 0.05      # sampling error near one percent
assert abs(slopes_large.mean() - gamma) < 0.012    # sampling error plus log bias
small_area = area / 100
_, slopes_small = random_devices(small_area, 400)
assert slopes_small.std() > 4 * slopes_large.std()
per_decade = N_ref * lam * 1e-9 * np.log(10) * 4 * kT * area

dgamma, E_capture = 0.02, 0.2
gate_ratio = np.exp(-(t_ox - 2 * x_deep) / lam)
cm3 = 1e-6
print(f"Observed exponent gamma: {gamma:.2f}")
print(f"Probability attenuation length: {lam:.3f} nm")
print(f"Prefactor time tau0: {tau0:.1e} s")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Oxide thickness: {t_ox:.1f} nm; relative permittivity: {eps_r:.1f}")
print(f"Oxide capacitance: {Cox * 100:.4f} uF/cm2")
print(f"Gate area: {area_um2:.0f} um2")
print(f"Noise at {f_ref:.0f} Hz: {S_ref:.2e} V^2/Hz")
print(f"Band: {f_low:.0f} to {f_high:.0f} Hz")
print(f"Ratio a = lam/L: {a:.3f}")
print(f"Profile length L, formula: {L:.4f} nm")
print(f"Profile length L, root of numerical spectrum: {L_root:.4f} nm")
print(f"Exponent from direct depth integral: {gamma_direct:.5f}")
print(f"L if 0.1 nm is the amplitude length: {lam / 2 / (gamma - 1):.4f} nm")
print(f"Depth at {f_high:.0f} Hz: {x_shallow:.3f} nm")
print(f"Depth at {f_ref:.0f} Hz: {x_ref:.3f} nm")
print(f"Depth at {f_low:.0f} Hz: {x_deep:.3f} nm")
print(f"Window width: {x_deep - x_shallow:.3f} nm")
print(f"Density ratio across window: {density(x_deep) / density(x_shallow):.3f}")
print(f"Factor cos(pi a/2): {np.cos(np.pi * a / 2):.4f}")
print(f"Density by uniform formula, 100 Hz: {N_uniform * cm3:.3e} cm^-3 eV^-1")
print(f"Density at 100 Hz depth: {N_ref * cm3:.3e} cm^-3 eV^-1")
print(f"Density at shallow end: {density(x_shallow) * cm3:.3e} cm^-3 eV^-1")
print(f"Density at deep end: {density(x_deep) * cm3:.3e} cm^-3 eV^-1")
print(f"Extrapolated to x=0 (not measured): {density(0.0) * cm3:.3e} cm^-3 eV^-1")
print(f"Noise at 100 Hz from direct integral: {S_direct:.4e} V^2/Hz")
print(f"Mean noise-weighted depth, 100 Hz: {centroid:.3f} nm")
print(f"Ripple period: {period:.2f} nm; surviving fraction: {abs(gain):.4f}")
print(f"Noise from beyond {guard:.1f} nm deeper: {100 * deep_tail:.2f} %")
print(f"Noise from beyond {guard:.1f} nm shallower: {100 * shallow_tail:.3f} %")
print(f"L for gamma +/- {dgamma:.2f}: {lam / (gamma - 1 + dgamma):.3f}"
      f" to {lam / (gamma - 1 - dgamma):.3f} nm")
print(f"Depth shift per decade of tau0: {lam * np.log(10):.3f} nm")
print(f"Exponent of same profile with image factor: {gamma_image:.4f}")
print(f"L corrected for image factor: {L_image:.3f} nm")
print(f"Barrier: {barrier:.1f} eV; mass: {mass_ratio:.2f} electron masses")
print(f"Attenuation length from barrier: {lam_barrier:.4f} nm")
print(f"L with that attenuation length: {lam_barrier / (gamma - 1):.3f} nm")
print(f"Oxide field: {field * 10:.1f} MV/cm")
print(f"Attenuation length change at deep end: {100 * lam_field_change:.2f} %")
print(f"Band tilt across window: {field * (x_deep - x_shallow):.4f} eV")
print(f"Energy scale imitating whole slope: {E_mimic:.4f} eV")
print(f"Depth shift by {E_capture:.1f} eV capture barrier:"
      f" {lam * E_capture / kT:.3f} nm")
print(f"Noise share above band edge at Fermi level: {edge_fraction:.3f}")
print(f"Gate/channel exchange rate, deep end: {gate_ratio:.1e}")
print(f"Active traps (4kT) per decade, {area_um2:.0f} um2: {per_decade:.1f}")
print(f"Active traps (4kT) per decade, 1 um2: {per_decade / 100:.2f}")
print(f"Random traps, mean noise at 100 Hz: {mean_S[middle]:.3e} V^2/Hz")
print(f"Random traps, 100 um2 exponent: {slopes_large.mean():.3f}"
      f" mean, {slopes_large.std():.3f} spread")
print(f"Random traps, 1 um2 exponent: {slopes_small.mean():.3f}"
      f" mean, {slopes_small.std():.3f} spread")
print("all tests passed")
```

Output:

```
Observed exponent gamma: 1.20
Probability attenuation length: 0.100 nm
Prefactor time tau0: 1.0e-10 s
Temperature: 300 K; kT: 0.02585 eV
Oxide thickness: 10.0 nm; relative permittivity: 3.9
Oxide capacitance: 0.3453 uF/cm2
Gate area: 100 um2
Noise at 100 Hz: 5.00e-14 V^2/Hz
Band: 1 to 10000 Hz
Ratio a = lam/L: 0.200
Profile length L, formula: 0.5000 nm
Profile length L, root of numerical spectrum: 0.5000 nm
Exponent from direct depth integral: 1.20000
L if 0.1 nm is the amplitude length: 0.2500 nm
Depth at 10000 Hz: 1.198 nm
Depth at 100 Hz: 1.658 nm
Depth at 1 Hz: 2.119 nm
Window width: 0.921 nm
Density ratio across window: 6.310
Factor cos(pi a/2): 0.9511
Density by uniform formula, 100 Hz: 8.984e+16 cm^-3 eV^-1
Density at 100 Hz depth: 8.545e+16 cm^-3 eV^-1
Density at shallow end: 3.402e+16 cm^-3 eV^-1
Density at deep end: 2.146e+17 cm^-3 eV^-1
Extrapolated to x=0 (not measured): 3.100e+15 cm^-3 eV^-1
Noise at 100 Hz from direct integral: 5.0000e-14 V^2/Hz
Mean noise-weighted depth, 100 Hz: 1.709 nm
Ripple period: 0.30 nm; surviving fraction: 0.0708
Noise from beyond 0.5 nm deeper: 1.39 %
Noise from beyond 0.5 nm shallower: 0.125 %
L for gamma +/- 0.02: 0.455 to 0.556 nm
Depth shift per decade of tau0: 0.230 nm
Exponent of same profile with image factor: 1.1759
L corrected for image factor: 0.446 nm
Barrier: 3.1 eV; mass: 0.42 electron masses
Attenuation length from barrier: 0.0855 nm
L with that attenuation length: 0.428 nm
Oxide field: 1.0 MV/cm
Attenuation length change at deep end: 3.60 %
Band tilt across window: 0.0921 eV
Energy scale imitating whole slope: 0.0500 eV
Depth shift by 0.2 eV capture barrier: 0.774 nm
Noise share above band edge at Fermi level: 0.500
Gate/channel exchange rate, deep end: 9.4e-26
Active traps (4kT) per decade, 100 um2: 203.5
Active traps (4kT) per decade, 1 um2: 2.03
Random traps, mean noise at 100 Hz: 5.003e-14 V^2/Hz
Random traps, 100 um2 exponent: 1.200 mean, 0.007 spread
Random traps, 1 um2 exponent: 1.213 mean, 0.079 spread
all tests passed
```
